\section*{Vector spin drift-diffusion with angular-momentum balance in noncollinear stacks}

\section{The situation and the unknowns}

Electrons leave one magnetized layer with a net spin, cross a normal metal, and enter a second layer whose magnetization points elsewhere. The spin component transverse to the second magnetization cannot persist there. It precesses, dephases and relaxes, and part of its angular momentum turns the magnetization. A solver must determine how much is transferred, where, and how much goes to the lattice instead.

Consider a stack N$|$F1$|$N$|$F2$|$N with normal $x$ and steady electron flow toward $+x$. The unit vector $\mathbf m$ is the majority-spin direction of a ferromagnet, opposite to its magnetic moment. All layers share one free-electron Fermi sphere with velocity $v$. Scattering is isotropic and elastic, and the exchange splitting $\Delta$ is small against the Fermi energy.

The spin-dependent distribution is a $2\times2$ matrix, $\hat f=f_0+\tfrac12\mathbf f\cdot\boldsymbol\sigma$. Its angular average is $\hat\mu=\mu_0+\tfrac12\boldsymbol\mu\cdot\boldsymbol\sigma$, so $\boldsymbol\mu$ is the vector difference of the two spin potentials. Currents are multiplied by $e/g$, where $g$ is the Sharvin conductance per spin and area, and so carry the unit of a potential. With $u$ the cosine of the propagation angle,
\begin{equation}
\hat\jmath=\tfrac12(j_c+\mathbf j\cdot\boldsymbol\sigma)=4\langle u\hat f\rangle .
\end{equation}
The factor 4 follows from two isotropic half-space distributions $\hat f^\pm$: then $\langle u\hat f\rangle=\tfrac14(\hat f^+-\hat f^-)$, and $\hat\jmath=\hat f^+-\hat f^-$. A current $\mathbf j$ carries angular momentum $(\hbar/2e)(g/e)\,\mathbf j$ per area and time.

\section{Bulk equations from the collision term}

Let $V$ be diagonal along $\mathbf m$ with entries $l_\uparrow^{-1/2},l_\downarrow^{-1/2}$, where $l_{\uparrow,\downarrow}=l(1\pm\beta)$ are the mean free paths. The steady kinetic equation is
\begin{equation}
u\,\partial_x\hat f=V\langle\hat f\rangle V-\tfrac12\{V^2,\hat f\}
+\frac{\Delta}{2\hbar v}(\mathbf f\times\mathbf m)\cdot\boldsymbol\sigma
-\frac{\mathbf f\cdot\boldsymbol\sigma}{2v\tau_{sf}} .
\end{equation}
The precession term is $-(i/\hbar v)[H,\hat f]$ with $H=-\tfrac12\Delta\,\mathbf m\cdot\boldsymbol\sigma$, evaluated with $[\mathbf m\cdot\boldsymbol\sigma,\mathbf f\cdot\boldsymbol\sigma]=2i(\mathbf m\times\mathbf f)\cdot\boldsymbol\sigma$.

\paragraph{Flux law.} Multiply by $u$ and average. The in-scattering term vanishes because $\langle u\rangle=0$. Close the hierarchy with $\langle u^2\hat f\rangle=\hat\mu/3$, and drop precession and spin flip of the current itself, which are smaller than momentum relaxation by $\Delta\tau/\hbar$ and $\tau/\tau_{sf}$, with $\tau=l/v$:
\begin{equation}
\tfrac13\partial_x\hat\mu=-\tfrac18\{V^2,\hat\jmath\}.
\end{equation}
The diagonal elements give $j_s=-\tfrac43l_s\partial_x\mu_s$. With $\mu_{\uparrow,\downarrow}=\mu_0\pm\tfrac12\mu_\parallel$,
\begin{align}
j_c&=-\tfrac43l\,(2\partial_x\mu_0+\beta\,\partial_x\mu_\parallel),\\
j_\parallel&=-\tfrac43l\,(2\beta\,\partial_x\mu_0+\partial_x\mu_\parallel).
\end{align}
Eliminating $\mu_0$ gives $j_\parallel=\beta j_c-\tfrac43l(1-\beta^2)\partial_x\mu_\parallel$. The off-diagonal elements relax at the mean rate $\tfrac12(l_\uparrow^{-1}+l_\downarrow^{-1})=1/[l(1-\beta^2)]$, which produces the same coefficient. Hence
\begin{equation}
\mathbf j=\beta j_c\mathbf m-c\,\partial_x\boldsymbol\mu,\qquad c=\tfrac43l(1-\beta^2).
\label{flux}
\end{equation}

\paragraph{Continuity.} Now average the kinetic equation without the factor $u$. The collision terms cancel on the diagonal. Off the diagonal they leave a loss
\begin{equation}
\Gamma_\phi=\tfrac12\left(l_\uparrow^{-1/2}-l_\downarrow^{-1/2}\right)^2
=\frac{1-\sqrt{1-\beta^2}}{l(1-\beta^2)} .
\end{equation}
This is dephasing by spin-dependent scattering, and its angular momentum goes to the magnetization. Therefore
\begin{equation}
\tfrac14\partial_x\mathbf j=-\Gamma_\phi\boldsymbol\mu_\perp+\frac{\Delta}{\hbar v}\boldsymbol\mu\times\mathbf m-\frac{\boldsymbol\mu}{v\tau_{sf}} .
\end{equation}
Insert (\ref{flux}), divide by $-c/4$, and define $\lambda_{sf}^2=vl\tau_{sf}/3$:
\begin{equation}
\partial_x^2\boldsymbol\mu=\frac{\boldsymbol\mu}{\ell^2}+\frac{\boldsymbol\mu_\perp}{\lambda_\phi^2}-\frac{\boldsymbol\mu\times\mathbf m}{\lambda_J^2},
\label{bulk}
\end{equation}
\begin{equation}
\ell^2=\lambda_{sf}^2(1-\beta^2),\quad
\lambda_\phi=\frac{l(1-\beta^2)}{\sqrt{3(1-\sqrt{1-\beta^2})}},\quad
\lambda_J^2=\frac{\hbar v\,l(1-\beta^2)}{3\Delta}.
\end{equation}
For small $\beta$, $\lambda_\phi\simeq\sqrt{2/3}\,l/\beta$. The formula assumes one kind of scatterer with real amplitudes of equal sign for both spins. For a mixture, the in-scattering product $\sum_iV_{\uparrow i}V_{\downarrow i}$ cannot exceed the value used here, by the Cauchy--Schwarz inequality, so dephasing is then at least this strong at given $l_\uparrow,l_\downarrow$.

\section{Solution inside a layer}

Let $P=\mathbf m\mathbf m^{T}$, $X\mathbf v=\mathbf v\times\mathbf m$ and $P_\pm=\tfrac12(1-P\pm iX)$. Since $X^2=-(1-P)$, one has $XP_\pm=\mp iP_\pm$. Equation (\ref{bulk}) is $\partial_x^2\boldsymbol\mu=K^2\boldsymbol\mu$, where $K$ has eigenvalue $k=1/\ell$ on $P$, and $q$, $q^*$ on $P_+$, $P_-$:
\begin{equation}
q^2=\ell^{-2}+\lambda_\phi^{-2}+i\lambda_J^{-2},\qquad \mathrm{Re}\,q>0 .
\end{equation}
The functions needed below are real $3\times3$ matrices, $F(K)=F(k)P+2\,\mathrm{Re}[F(q)P_+]$. For end values $\boldsymbol\mu(0)$ and $\boldsymbol\mu(d)$,
\begin{equation}
\boldsymbol\mu(x)=\frac{\sinh K(d-x)}{\sinh Kd}\boldsymbol\mu(0)+\frac{\sinh Kx}{\sinh Kd}\boldsymbol\mu(d).
\end{equation}
Differentiating and using (\ref{flux}),
\begin{align}
\mathbf j(0)&=\beta j_c\mathbf m+cK[\coth(Kd)\,\boldsymbol\mu(0)-\mathrm{csch}(Kd)\,\boldsymbol\mu(d)],\nonumber\\
\mathbf j(d)&=\beta j_c\mathbf m+cK[\mathrm{csch}(Kd)\,\boldsymbol\mu(0)-\coth(Kd)\,\boldsymbol\mu(d)].
\label{ends}
\end{align}
In a normal layer $\beta=\Delta=0$ and $q=k$, so the choice of $\mathbf m$ has no effect.

\section{Interfaces and their torque}

An interface is a potential $U_s\delta(x)$ for spin $s$. Continuity gives $1+r=t$, and the jump of the derivative gives $2ik_x(t-1)=(2m_eU/\hbar^2)t$. With $z_s=U_s/\hbar v$,
\begin{equation}
t_s=\frac1{1+iz_s/u},\qquad r_s=t_s-1 .
\end{equation}
Each half-space distribution is taken as isotropic, and waves arriving from opposite sides as mutually incoherent. The incoming distributions are $\boldsymbol\mu_L+\tfrac12\mathbf j_L$ and $\boldsymbol\mu_R-\tfrac12\mathbf j_R$; the outgoing ones have the opposite signs of $\mathbf j$.

The circular component $\mu_1+i\mu_2$, with axes $(1,2,\mathbf m)$ right-handed, is twice the $\downarrow\uparrow$ matrix element and belongs to $P_+$. It scatters with $R=\langle r_\downarrow r_\uparrow^*\rangle$ and $T=\langle t_\downarrow t_\uparrow^*\rangle$, averaged with the flux weight $2u\,du$. The sum and difference of the two outgoing distributions obey
\begin{align}
\mu_L+\mu_R-\tfrac12(j_L-j_R)&=(R+T)\left[\mu_L+\mu_R+\tfrac12(j_L-j_R)\right],\nonumber\\
\mu_L-\mu_R-\tfrac12(j_L+j_R)&=(R-T)\left[\mu_L-\mu_R+\tfrac12(j_L+j_R)\right].\nonumber
\end{align}
Solving for the currents,
\begin{align}
j_L-j_R&=A(\mu_L+\mu_R),& A&=\frac{2(1-R-T)}{1+R+T},\\
j_L+j_R&=B(\mu_L-\mu_R),& B&=\frac{2(1-R+T)}{1+R-T}.
\end{align}

For the longitudinal part $R_s+T_s=1$. The current is then continuous and $j_s=G_s\,\delta\mu_s$, with $G_s=T_s/(1-T_s)$ and $\delta\mu=\mu_L-\mu_R$. Writing $j_{\uparrow,\downarrow}=\tfrac12(j_c\pm j_\parallel)$ and subtracting the two potential drops,
\begin{equation}
\delta\mu_\parallel=\tfrac12j_c(G_\uparrow^{-1}-G_\downarrow^{-1})+\tfrac12j_\parallel(G_\uparrow^{-1}+G_\downarrow^{-1}),
\end{equation}
so $j_\parallel=\gamma j_c+G^*\delta\mu_\parallel$, with $\gamma=(G_\uparrow-G_\downarrow)/(G_\uparrow+G_\downarrow)$ and $G^*=2G_\uparrow G_\downarrow/(G_\uparrow+G_\downarrow)$.

The jump of the transverse current must equal the torque on the interface moments. Inserting $r=t-1$,
\begin{align}
1-r_\downarrow r_\uparrow^*-t_\downarrow t_\uparrow^*
&=t_\downarrow+t_\uparrow^*-2t_\downarrow t_\uparrow^*
=t_\downarrow t_\uparrow^*\left(\frac1{t_\uparrow^*}+\frac1{t_\downarrow}-2\right)\nonumber\\
&=\frac{i(z_\downarrow-z_\uparrow)}{u}\,t_\downarrow t_\uparrow^* .
\label{identity}
\end{align}
The left side, times the incoming sum, is incoming minus outgoing spin. On the right, $t_\downarrow t_\uparrow^*$ times the same sum is the spin $\mathbf S$ in the interface plane. Because $\mathbf S\times\mathbf m$ has circular component $-iS_+$, (\ref{identity}) states that
\begin{equation}
\mathbf j_L-\mathbf j_R=-\left\langle\frac{z_\downarrow-z_\uparrow}{u}\,\mathbf S\times\mathbf m\right\rangle ,
\end{equation}
the angular momentum given up in the interface exchange field. To first order in $z_\downarrow-z_\uparrow$, $A$ is imaginary, so a weakly magnetic interface mainly rotates the spin.

\section{Algorithm, cost and stability}

The unknowns are $\boldsymbol\mu_L,\boldsymbol\mu_R$ at each interface. The outer ends are reservoirs with $\boldsymbol\mu=0$.

\begin{verbatim}
for each layer:
    compute c, k, q
    near = c K coth(K d);  far = c K csch(K d)
for each interface i:
    average R, T, T_up, T_down over u
    form tensors A (zero along m) and B (2 G* along m)
    express jL, jR through near, far and beta jc m
    row 1: jL - jR - A (muL + muR) = 0
    row 2: jL + jR - B (muL - muR) = 2 gamma jc m
solve for all muL, muR
for each layer: integrate
    torque = c [mu_perp/lam_phi^2 - (mu x m)/lam_J^2]
    lattice = c mu/ell^2
compare losses with current differences
\end{verbatim}

For $n$ interfaces there are $6n$ real unknowns, here 24. Dense elimination costs $O(n^3)$. The matrix couples neighbouring interfaces only, so a banded solver costs $O(n)$.

The end-value form (\ref{ends}) avoids multiplying growing exponentials from layer to layer. Three numerical limits remain.
\begin{itemize}
\item For very thick layers $\sinh Kd$ overflows; write the ratios with decaying exponentials.
\item For $Kd\to0$ the two terms in (\ref{ends}) nearly cancel, with a relative remainder of order $(Kd)^2$ for equal end values. Very thin layers therefore lose digits.
\item For a transparent interface $G_s$ and $B$ diverge. Multiply the second row by the inverse tensor, which turns it into continuity of $\boldsymbol\mu$.
\end{itemize}

\section{Worked example}

The example is a cryogenic spin valve with weakly ferromagnetic layers in the regime of copper--nickel alloys, between disordered copper. The thicknesses are 200, 15, 20, 5 and 200 nm, the angle between $\mathbf m_1$ and $\mathbf m_2$ is $60^\circ$, and the current density is 1 MA/cm$^2$. With $g=5.70\times10^{14}\ \Omega^{-1}\mathrm{m}^{-2}$, $j_c=10^{10}/(5.70\times10^{14})$ V, or 17.5 $\mu$eV as an energy.

The copper layers have $l=10$ nm and $\lambda_{sf}=100$ nm, and every interface has $z_\uparrow=0.30$ and $z_\downarrow=0.40$. The ferromagnets have $l=1.5$ nm, $\beta=0.3$, $\Delta=50$ meV and $\lambda_{sf}=8$ nm. Then $c=\tfrac43(1.5)(0.91)=1.82$ nm, $\ell=8\sqrt{0.91}=7.6$ nm, $\lambda_\phi=3.7$ nm, and
\begin{equation}
\lambda_J=\sqrt{\frac{1.036\times1.5\times0.91}{3\times0.05}}\ \mathrm{nm}=3.1\ \mathrm{nm}.
\end{equation}
Transverse spin decays over $1/\mathrm{Re}\,q=2.9$ nm, while a full rotation would take 40 nm. It is lost long before one turn.

\paragraph{Balance at an interface.} Use spin axes with $\mathbf m_1$ along 3 and $\mathbf m_1\times\mathbf m_2$ along 2. At N$|$F2, in nJ/m$^2$,
\begin{equation}
(152.9,-51.9,533.0)-(185.4,47.0,476.7)=(-32.5,-98.9,56.3).
\end{equation}
The exchange torque, computed separately from spinors in the interface plane, is the same vector. Over the four interfaces the largest mismatch is $3\times10^{-16}$ of the largest spin-current component. Layer losses obtained by quadrature match the current differences to $2\times10^{-15}$ on the same scale. For the whole stack, net inflow and summed losses are both $(-61.5,-4.5,55.0)$.

\paragraph{Torque and absorbed spin.} Adding precession, dephasing and both interface torques, F2 receives 364 nJ/m$^2$ in the plane of the magnetizations, toward $\mathbf m_1$, and $-98$ nJ/m$^2$ along $\mathbf m_1\times\mathbf m_2$. The in-plane part is 0.11 of $\hbar J/2e=3291$ nJ/m$^2$. The transverse spin current absorbed by F2 is different, $(385,-69)$, because transverse spin flip gives $(21,29)$ to the lattice. Equating absorbed spin with torque would overstate the in-plane part by 6\% and understate the magnitude of the out-of-plane part by 30\%.

\paragraph{Place and cause.} Inside F2 the out-of-plane precession and dephasing torques are $-127.3$ and $+127.2$ nJ/m$^2$. They nearly cancel, so with these parameters the net out-of-plane torque is deposited almost entirely at the interfaces. Yet setting $z_\uparrow=z_\downarrow=0.35$ at all four interfaces, with the current fixed, still leaves $-79$ nJ/m$^2$, now deposited in the bulk because $A=0$. The location of a torque does not identify its cause.

That change also sets $\gamma=0$, so the accompanying fall of the in-plane torque to 299 nJ/m$^2$ cannot be assigned to interface precession alone. Removing dephasing in both ferromagnets instead gives $(387,-138)$. With neither bulk nor interface exchange the result is $(237,0)$: all coefficient matrices are then built from projectors on $\mathbf m_1$ and $\mathbf m_2$, and no vector can leave their plane.

\paragraph{Angle.} At fixed current the in-plane torque is 207, 364, 462, 478 and 337 nJ/m$^2$ at $30^\circ$, $60^\circ$, $90^\circ$, $120^\circ$ and $150^\circ$. Divided by the sine of the angle it rises from 415 to 673 nJ/m$^2$, so a constant coefficient times the sine does not describe this stack.

\section{Independent solutions and failure modes}

A finite-difference solution of the four-component density-matrix equations uses the collision operators directly, without the derived lengths or interface conductances. Its largest deviation in $\boldsymbol\mu$ or $\mathbf j$ at the interfaces, relative to the largest spin-current component, falls from $2.8\times10^{-5}$ with 150 cells per layer to $7.0\times10^{-6}$ with 300. The factor of 4 is that of a second-order scheme converging to the closed form.

An angle-resolved kinetic solution removes the diffusion closure and the isotropic half-space assumption. For the example its absorbed transverse spin differs from drift-diffusion by 0.2\% as a vector, which is 0.1\% in the in-plane component and 0.8\% in the smaller out-of-plane component. Dividing $l$, $\beta$, $\Delta$ and $z_\downarrow-z_\uparrow$ by 4 and by 16 gives 0.3\% and 0.1\%. The difference is not monotonic, and the reason was not tested. The close agreement should not be carried over to other parameters.

The flux law loses its justification in a strong ferromagnet. With $\Delta=1$ eV and the same $l$, $\lambda_J=0.69$ nm is shorter than the mean free path of 1.5 nm. Transverse spin then precesses substantially between collisions, which the flux law neglects. The resulting error is not sized here and may differ between the two torque components, so a kinetic or quantum calculation should be used to check them. Phase-coherent reflection between interfaces is also absent, and its size is not estimated here. The small value $1/k_Fl=0.05$ in the alloy supports only the semiclassical treatment of the disorder.

\section{Relation to a real device}

The alloy resistivity of 44 $\mu\Omega\,$cm is typical of concentrated copper--nickel. The copper value, 6.6 $\mu\Omega\,$cm, is well above that of clean copper and was chosen so that the 20 nm spacer exceeds its mean free path of 10 nm. The values of $\beta$, $\lambda_{sf}$ and $z_s$ are round model parameters, not alloy data. The interface splitting, $\hbar v(z_\downarrow-z_\uparrow)=0.10$ eV$\,$nm, equals that of 2 nm of the alloy. This is strong for an atomically thin boundary of so weak a magnet, so the division of the torque between interfaces and bulk should not be carried over to a real stack. Real interfaces are rough, may flip spins, and have exchange that depends on their composition. Interface spin flip is not sized here; removing the spin dependence at all four interfaces, those of the polarizer F1 included, lowers the in-plane torque by 18\%, which indicates the sensitivity to the spin dependence of $z_s$, not to spin flip. For a chosen magnetization of $10^5$ A/m, the in-plane torque equals that of a 0.73 mT field normal to the plane of the magnetizations, and the out-of-plane torque equals that of a 0.20 mT field lying in this plane, perpendicular to $\mathbf m_2$. The Oersted field at the edge of a pillar of 50 nm radius is 0.31 mT, larger than the second of these. It circulates about the axis and averages to zero over a centred circular layer, so it exerts no net torque on a uniform magnetization, but it can matter once the magnetization varies across the pillar. Electron heating is minor: with cold ends and no phonon cooling, the 0.38 mV across the stack raises the hottest electrons from 4.2 to about 4.4 K. Whether the layer switches depends also on damping and anisotropy, which this calculation does not contain. The full budget is in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
k_F 13.6 /nm; E_F 7.05 eV; hbar*v 1.0363 eV nm
Sharvin conductance per spin 5.702e+14 /(ohm m2)
current density 1.0 MA/cm2; jc 17.537 micro-eV
full polarization hbar*J/2e: 3291.1 nJ/m2
thicknesses N,F1,N,F2,N (nm): [200.0, 15.0, 20.0, 5.0, 200.0]
angle between m1 and m2: 60 deg
F: l 1.5 nm, beta 0.30, Delta 50 meV, lam_sf 8 nm, rho 43.8 uohm cm
N: l 10.0 nm, lam_sf 100 nm, rho 6.58 uohm cm
F lengths (nm): ell 7.632, lam_phi 3.672, lam_J 3.071, c 1.820
F transverse decay length 2.941 nm, rotation period 40.30 nm
interface z_up 0.30, z_down 0.40; gamma 0.2317; G* 2.6543
interface A = 0.00684 +0.11383 i; B = 5.3269 -0.6683 i
Spin-axis vectors (1,2,3) in nJ/m2; m1 along 3, m1 x m2 along 2
N|F1 spin current left  (   -0.205,     0.091,   340.382)
N|F1 spin current right (   -0.370,    -0.250,   340.382)
N|F1 exchange torque    (    0.165,     0.341,     0.000)
F1|N spin current left  (  105.958,   -71.760,   553.924)
F1|N spin current right (  146.024,   -46.250,   553.924)
F1|N exchange torque    (  -40.066,   -25.511,     0.000)
N|F2 spin current left  (  152.897,   -51.919,   533.002)
N|F2 spin current right (  185.418,    46.975,   476.674)
N|F2 exchange torque    (  -32.521,   -98.894,    56.328)
F2|N spin current left  (  216.845,    17.709,   158.213)
F2|N spin current right (  231.087,    16.877,   133.546)
F2|N exchange torque    (  -14.242,     0.832,    24.667)
F1 precession torque (  -96.403,   -11.524,     0.000)
F1 dephasing torque  (   -8.059,    67.424,     0.000)
F1 lattice loss      (   -1.866,    15.610,  -213.542)
F2 precession torque (  -90.913,  -127.344,   157.466)
F2 dephasing torque  (  -44.532,   127.167,    77.131)
F2 lattice loss      (  104.017,    29.442,    83.864)
left N lattice loss (    0.151,    -0.066,  -249.908)
middle N lattice loss (   -6.872,     5.670,    20.922)
right N lattice loss (  169.663,    12.391,    98.049)
net inflow from reservoirs (  -61.478,    -4.462,    54.978)
sum of all losses          (  -61.478,    -4.462,    54.978)
relative residuals: interface 3e-16, layer 2e-15, stack 2e-15
box scheme difference: 2.81e-05 (150 cells), 7.04e-06 (300 cells)
Free-layer torque (in-plane, out-of-plane) in nJ/m2:
  full model               364.414   -98.238
  no bulk precession       292.825   -75.998
  no interface exchange    298.939   -79.344
  no dephasing             387.470  -137.800
  no exchange at all       237.050     0.000
  angle  30 deg            207.305   -62.820
  angle  90 deg            462.112  -107.281
  angle 120 deg            478.221   -96.510
  angle 150 deg            336.715   -61.620
efficiency in-plane torque/(hbar*J/2e): 0.1107
equivalent fields at Ms 1e+05 A/m: 0.7288, -0.1965 mT
absorbed transverse spin, diffusion: 385.034, -68.796 nJ/m2
absorbed transverse spin, kinetic:   384.606, -68.278 nJ/m2
kinetic difference, l/1, l/4, l/16: 0.17, 0.34, 0.12 %
stack voltage 0.3809 mV; hottest electrons 4.37 K at bath 4.2 K
Oersted field at pillar edge, radius 50 nm: 0.314 mT
1/(k_F l) 0.049; Delta/E_F 0.0071; lam_J at Delta = 1 eV: 0.687 nm
\end{verbatim}
